Weinberg's Theorem and the Convergence of Feynman Integrals by Hepp Sectors, part 1

(Sections cited here and not found follow in the second part.)

## I. The convergence criterion and its proof

Let G be a connected Feynman graph with N internal lines and L independent loops in D Euclidean dimensions. Every line has mass m > 0, and the external momenta are real and fixed. For a set γ of lines, let |γ| be the number of its lines and L(γ) the number of its independent loops, and define the superficial degree

ω(γ) = D L(γ) − 2|γ|. (1)

The scalar Feynman integral of G converges absolutely if and only if

ω(γ) < 0 for every set γ of lines that contains a loop. (2)

The condition includes γ = G, but ω(G) < 0 alone does not suffice. If some part of the graph has a nonnegative degree, the integral diverges however negative the overall degree is.

The integral in question is

J = ∫ ∏_j (d^D k_j / π^{D/2}) ∏_l 1/(q_l² + m²), (3)

with j = 1,…,L and l = 1,…,N. Units are ħ = c = 1. Constant vertex factors are omitted. The loop momenta k_j are the momenta of the L lines outside some fixed spanning tree; momentum conservation then determines the other line momenta q_l. When every line of γ lies in a loop of γ, the degree counts powers: if all loop momenta of γ grow like λ, their measure contributes λ^{D L(γ)} and the propagators contribute λ^{−2|γ|}. A line of γ that lies in none of its loops carries none of these momenta, although it still lowers ω(γ) by 2.

**Weinberg's asymptotic theorem**

For scalar graphs, the sufficient condition for convergence in a more general theorem reduces to (2). The general theorem is stated here without proof. The criterion (2) is proved below by a separate argument that does not use it.

Consider a function f on R^n. It belongs to the class A_n if every nonzero subspace S of R^n has real coefficients α(S) and β(S) with the following property. For any linearly independent vectors v_1,…,v_r and any bounded region W there are constants M and b_j > 1 such that

|f(v_1 η_1η_2…η_r + v_2 η_2…η_r + … + v_r η_r + c)| ≤ M ∏_j η_j^{α(S_j)} (ln η_j)^{β(S_j)}, (4)

whenever η_j ≥ b_j and c lies in W. Here S_j is the span of v_1,…,v_j. The nested products of η's allow different components of the momenta to become large at different rates.

Let K be the subspace of integration variables, of dimension κ, and let f be integrable over bounded regions of K. Weinberg's theorem says that if

max over nonzero S' ⊂ K of [α(S') + dim S'] < 0, (5)

then the integral of f over K converges absolutely. The result, as a function of the remaining variables, belongs to A_{n−κ}, and its power exponents are

α_K(S) = max over S' projecting onto S of [α(S') + dim S' − dim S]. (6)

The projection is taken along K onto the space of external variables. Thus the theorem gives both a convergence condition and, through (4), upper bounds on the powers that occur at large external momenta.

For a product of scalar propagators the exponents can be read off. Each q_l is a linear function of the integration and external momenta. If it vanishes on S, then q_l stays bounded when the variables grow along S, and the propagator contributes no power. If it does not vanish on S, the propagator contributes −2. Therefore

α(S) = −2 × (number of lines whose momentum is not identically zero on S). (7)

**From subspaces to subgraphs**

Take S' inside K, so that the external momenta are zero on S'. Each vector in S' is then a circulation: an assignment of momenta to lines that is conserved at every vertex. Let H be the set of lines whose momentum is not identically zero on S'. All vectors of S' are circulations supported on H.

The space of all circulations on H has dimension D L(H). To see this, choose a maximal forest in H, that is, a largest subset of H without loops. The momenta of the L(H) lines outside it can be chosen freely, and conservation fixes the rest. Hence dim S' ≤ D L(H), and (7) gives

α(S') + dim S' ≤ D L(H) − 2|H| = ω(H). (8)

Every line of H carries some nonzero circulation, so H has no bridge. A bridge is a line that belongs to no loop of the set, and conservation forces any circulation to vanish on it. Conversely, let H be any nonempty bridgeless set and choose S' to be the space of all circulations on H. Every line of H lies in a loop, so its momentum is not identically zero on S', and (8) becomes an equality. The maximum in (5) is therefore the largest ω(H) over bridgeless sets.

This agrees with (2), which refers to all sets with loops. Removing a bridge leaves L(γ) unchanged and lowers |γ| by one, so it raises ω by 2. If a set with loops has ω ≥ 0, the bridgeless set left after removing its bridges has ω ≥ 0 as well. It is enough to inspect the bridgeless sets.

**Schwinger parameters**

For the direct proof of (2), write each propagator as

1/(q_l² + m²) = ∫_0^∞ dα_l exp[−α_l(q_l² + m²)]. (9)

From here on α_l denotes a parameter of a line, not a Weinberg exponent. The integrand is positive, so Tonelli's theorem permits the momentum integrals to be done first. The equality of the two orders holds even when both results are infinite, and this makes the parametric form usable for proving divergence as well as convergence.

Write q_l = Σ_j c_{lj} k_j + r_l, where r_l is the part fixed by the external momenta. Then

Σ_l α_l q_l² = Σ_{ij} M_{ij} k_i·k_j + 2 Σ_j B_j·k_j + R, (10)

M_{ij} = Σ_l α_l c_{li} c_{lj}, B_j = Σ_l α_l c_{lj} r_l, R = Σ_l α_l r_l². (11)

The matrix M is positive definite, because no nonzero choice of loop momenta makes all c-terms vanish. The minimum of (10) is at k_i = −Σ_j (M^{−1})_{ij} B_j, and its value is

Q = R − Σ_{ij} (M^{−1})_{ij} B_i·B_j. (12)

After shifting k to this minimum, each of the D components gives ∫d^L k exp(−kᵀMk) = π^{L/2}(det M)^{−1/2}. The powers of π cancel those in (3), so that

J = ∫_0^∞ d^Nα U^{−D/2} exp(−m² Σ_l α_l − Q), U = det M. (13)

Since Q is the minimum of a nonnegative expression, it is at least zero. It is also no larger than the value of (10) at k = 0. With r² denoting the largest r_l²,

0 ≤ Q ≤ r² Σ_l α_l. (14)

The external momenta therefore cannot affect convergence at small α, which is where large loop momenta appear.

**The determinant as a sum over trees**

The Cauchy–Binet formula expands det M over sets X of L lines:

U = Σ_X (det c_X)² ∏_{l in X} α_l, (15)

where c_X consists of the rows of c belonging to X. The complement of X has N − L lines, which is the number of lines in a spanning tree. There are two cases.

If the complement is not a spanning tree, it contains a loop. A circulation around that loop is nonzero but vanishes on X, so c_X is singular and its determinant is zero.

If the complement is a spanning tree T, the momenta on X determine the whole circulation. Setting one of them to one unit and the others to zero gives a single loop with coefficients 0 or ±1. The matrix that converts the momenta on X to the k_j therefore has integer entries. It is the inverse of c_X, which also has integer entries because the k_j are themselves momenta outside a tree. Both determinants are integers whose product is 1, so det c_X = ±1. Hence

U = Σ_T ∏_{l not in T} α_l, (16)

with the sum over all spanning trees of G.

**Hepp sectors**

Equation (16) shows that U vanishes in different ways when different groups of α's go to zero. Hepp's method separates these cases by ordering the parameters. For each permutation π define the sector

α_{π(1)} ≤ α_{π(2)} ≤ … ≤ α_{π(N)}. (17)

The N! sectors cover the integration region and overlap only on sets of measure zero. In each sector put

α_{π(i)} = t_i t_{i+1} … t_N, 0 < t_i < 1 for i < N, 0 < t_N < ∞. (18)

The variable α_{π(i)} depends only on t_j with j ≥ i, so the derivative matrix is triangular. Its diagonal entry is t_{i+1}…t_N. In the product of these entries, t_j occurs once for every i < j, so the Jacobian is ∏_j t_j^{j−1}.

Let γ_i be the set of the first i lines in the sector, and write L_i = L(γ_i) and ω_i = ω(γ_i). When t_i becomes small at fixed other t's, the parameters of γ_i shrink together. Since α has the dimension of an inverse squared momentum, this is the region in which momenta circulating in the loops of γ_i, if it has any, can be much larger than the rest. A line of γ_i that lies in none of these loops cannot share in such a momentum, because of conservation at the vertices.

**The factorization of U**

In every sector,

U = ∏_i t_i^{L_i} (1 + P), (19)

where P is a polynomial with nonnegative coefficients that vanishes when t_1,…,t_{N−1} are zero.

To prove this, take the monomial of one spanning tree T in (16). The variable t_j occurs in the parameters of precisely the lines in γ_j. Its exponent is therefore the number of lines of γ_j that are not in T:

e_j(T) = j − |T ∩ γ_j|. (20)

The set T ∩ γ_j contains no loop. A maximal forest in γ_j has j − L_j lines, so |T ∩ γ_j| ≤ j − L_j and

e_j(T) ≥ L_j. (21)

One tree attains equality for all j. Go through the lines in the order of the sector, and accept a line whenever it forms no loop with the lines already accepted. After j lines the accepted set is a maximal forest in γ_j and has j − L_j elements. At the end it is a spanning tree.

No other tree does this. If equality holds for every j, the difference |T ∩ γ_j| − |T ∩ γ_{j−1}| is prescribed for every j. It tells whether line π(j) belongs to T, and so determines the tree. The leading monomial thus has coefficient 1, and each other monomial contains some additional positive power. For j = N, every tree gives e_N = L, so P does not depend on t_N.

If τ is the number of spanning trees, then 1 + P is a sum of τ monomials, none larger than 1 inside the sector. Therefore

1 ≤ 1 + P ≤ τ. (22)

Inserting (18) and (19) in (13) gives the sector integral

J_π = ∫ ∏_i dt_i t_i^{−ω_i/2 − 1} (1 + P)^{−D/2} exp(−m² Σ_l α_l − Q). (23)

The exponent follows from i − 1 − D L_i/2 = −ω_i/2 − 1. With t_i = λ^{−2}, the singular factor becomes 2 dλ λ^{ω_i−1}, up to orientation of the integration. If every line of γ_i lies in one of its loops, this is the momentum power counting for that subgraph, now isolated in a single variable. Any other line makes the exponent more negative without carrying a large loop momentum.

**Negative degrees are sufficient**

Suppose that (2) holds. Then all ω_i are negative: for sets with loops by assumption, and for sets without loops because ω_i = −2i. In (23) use 1 + P ≥ 1, Q ≥ 0 and Σα_l ≥ t_N. The integrals separate, and

J_π ≤ Γ(−ω(G)/2) m^{ω(G)} ∏_{i<N} 2/|ω_i|. (24)

Each factor 2/|ω_i| is ∫_0^1 dt t^{|ω_i|/2−1}. The first two factors come from the t_N integral, whose exponential cuts off large parameters. There are finitely many sectors, so J is finite.

**Negative degrees are necessary**

Suppose instead that a set γ with a loop has ω(γ) ≥ 0, and let s = |γ|. Choose a sector in which the lines of γ come first, so that γ_s = γ. If s < N, restrict t_N to the interval from 1 to 2; if s = N, restrict it to the interval from 0 to 1. In either region Σα_l ≤ 2N. By (14) the exponential has a positive lower bound, and by (22) so does (1 + P)^{−D/2}. Consequently, for some constant a > 0,

J_π ≥ a ∫ ∏_i dt_i t_i^{−ω_i/2 − 1}. (25)

The integral over t_s contains ∫_0^1 dt_s t_s^{−ω(γ)/2−1}, which is infinite for ω(γ) ≥ 0. The other integrals are positive. No other sector can cancel the infinity, because the integrand is positive everywhere. This completes the proof of (2).

The positive mass was needed only at large t_N, where it controls small momenta. For massless lines the ultraviolet argument at small α remains, but infrared convergence requires separate conditions.

## II. Numerators and a pair of two-loop graphs

The results needed from the first half are these. A set γ of lines has |γ| lines, L(γ) loops and degree ω(γ) = D L(γ) − 2|γ|. A Hepp sector orders the Schwinger parameters α of the N lines and writes the i-th smallest as t_i t_{i+1}…t_N. If γ_i denotes the first i lines, then U = ∏_i t_i^{L(γ_i)}(1 + P), and the integrand contains t_i^{−ω(γ_i)/2−1}. The function Q in the exponential is the minimum of Σα_l q_l² over the loop momenta. The scalar integral converges if and only if every set with a loop has negative degree.

The convergence criterion (2) is now proved for scalar graphs with massive lines. It remains to extend the sufficient condition to lines with numerators, and to compare two two-loop graphs that have the same overall degree but differ in convergence.
